# Nuclear coherence of a neutral donor limited by electron spin flips

## Result

**Theorem.** A neutral donor has one bound electron, of spin $S=1/2$, and a nucleus of spin $I=1/2$. The hyperfine constant is $A>0$, and the electron flips at random with relaxation time $T_{1e}$. Suppose that

1. the electron Zeeman energy $E_Z$ is far below $kT$;
2. the flips are slow, $AT_{1e}\gg1$ (with $\hbar=1$);
3. each flip acts on the electron alone, and the bath keeps no memory between flips.

Then nuclear coherence prepared with the electron in either spin state decays as $e^{-t/2T_{1e}}$, both freely and in a Hahn echo:

$$T_{2n}=2T_{1e}.$$

Any further independent nuclear dephasing, at rate $\gamma$, gives $1/T_{2n}=1/(2T_{1e})+\gamma$, so that $2T_{1e}$ is an upper limit.

The reason is simple. A flip changes the nuclear precession frequency by $A$. Because its moment is random, the nuclear phase is lost within a time of order $1/A$ after it. The coherence that survives belongs to electrons that have not flipped. At high temperature the rate of leaving a given spin state is half of $1/T_{1e}$, and this half is the factor two.

The algebra uses atomic units. The field is high enough for the hyperfine coupling to be reduced to $AS_zI_z$; Remark 2 examines what this omits. The electron state $\downarrow$ is the lower one. The two electron states are called manifolds, since each contains two nuclear states, $\Uparrow$ and $\Downarrow$.

## Lemma 1: flip rates

Let $\Gamma_\downarrow$ be the rate of $\uparrow\to\downarrow$, $\Gamma_\uparrow$ that of $\downarrow\to\uparrow$, and $x=E_Z/kT$. Then

$$\Gamma_\uparrow=\frac{1}{T_{1e}(1+e^{x})},\qquad \Gamma_\downarrow=\frac{1}{T_{1e}(1+e^{-x})}.$$

**Proof.** The populations obey $\dot n_\uparrow=-\Gamma_\downarrow n_\uparrow+\Gamma_\uparrow n_\downarrow=-\dot n_\downarrow$. With $\Delta=n_\uparrow-n_\downarrow$ and $n_{\uparrow,\downarrow}=(1\pm\Delta)/2$,

$$\dot\Delta=-2\Gamma_\downarrow n_\uparrow+2\Gamma_\uparrow n_\downarrow=-(\Gamma_\uparrow+\Gamma_\downarrow)\Delta+\Gamma_\uparrow-\Gamma_\downarrow .$$

The polarization therefore relaxes at the rate $1/T_{1e}=\Gamma_\uparrow+\Gamma_\downarrow$. In equilibrium $\Gamma_\downarrow n_\uparrow=\Gamma_\uparrow n_\downarrow$ and $n_\uparrow/n_\downarrow=e^{-x}$, so $\Gamma_\uparrow=e^{-x}\Gamma_\downarrow$. Inserting this in the sum gives both rates. $\square$

For $x\to0$ both rates become

$$W=\frac{1}{2T_{1e}} .$$

## Lemma 2: equations for the coherence

Define $c_\uparrow=\langle\uparrow\Uparrow|\rho|\uparrow\Downarrow\rangle$, $c_\downarrow=\langle\downarrow\Uparrow|\rho|\downarrow\Downarrow\rangle$ and $a=A/2$. In the frame rotating at the bare nuclear frequency,

$$\dot c_\uparrow=-(ia+\Gamma_\downarrow)c_\uparrow+\Gamma_\uparrow c_\downarrow,\qquad
\dot c_\downarrow=(ia-\Gamma_\uparrow)c_\downarrow+\Gamma_\downarrow c_\uparrow .$$

**Proof.** Memoryless flips are described by the Lindblad equation

$$\dot\rho=-i[H,\rho]+\sum_J\left(J\rho J^\dagger-\tfrac12J^\dagger J\rho-\tfrac12\rho J^\dagger J\right),$$

with $H=AS_zI_z$ and the two jump operators $J=\sqrt{\Gamma_\downarrow}\,S_-$ and $\sqrt{\Gamma_\uparrow}\,S_+$. The electron Zeeman term is common to both states in each coherence and cancels.

With the electron up, the nuclear states have energies $\pm A/4$. Their difference $A/2=a$ gives $-iac_\uparrow$; with the electron down the sign is reversed.

For the first jump operator, $J^\dagger J=\Gamma_\downarrow|\uparrow\rangle\langle\uparrow|$. Its two half terms add up to $-\Gamma_\downarrow c_\uparrow$. The term $J\rho J^\dagger$ carries $c_\uparrow$ over to the down manifold, with the nuclear states untouched, and adds $\Gamma_\downarrow c_\uparrow$ to $\dot c_\downarrow$. The second operator does the same with the arrows exchanged. $\square$

## Proof of the theorem

**Free decay.** For $x\to0$ the equations read $\dot{\mathbf c}=(-W+K)\mathbf c$, with

$$K=\begin{pmatrix}-ia&W\\W&ia\end{pmatrix},\qquad K^2=(W^2-a^2)\,\mathbb 1=-\Omega^2\,\mathbb 1,\qquad \Omega=\sqrt{a^2-W^2}.$$

The off-diagonal elements of $K^2$ vanish because $-iaW+iaW=0$. Slow flips mean $a>W$, so $\Omega$ is real. In the power series of $e^{Kt}$ the even terms sum to a cosine and the odd ones to $K$ times a sine:

$$e^{(-W+K)t}=e^{-Wt}\left(\cos\Omega t+\frac{K}{\Omega}\sin\Omega t\right).$$

Starting from $c_\uparrow=1$, $c_\downarrow=0$,

$$c_\uparrow=e^{-Wt}\left(\cos\Omega t-\frac{ia}{\Omega}\sin\Omega t\right),\qquad c_\downarrow=e^{-Wt}\,\frac{W}{\Omega}\sin\Omega t .$$

Since $a^2=\Omega^2+W^2$,

$$|c_\uparrow|^2=e^{-2Wt}\left(1+\frac{W^2}{\Omega^2}\sin^2\Omega t\right),\qquad \frac{W^2}{\Omega^2}=\frac{1}{A^2T_{1e}^2-1}.$$

For $AT_{1e}\gg1$ the bracket tends to one, and $|c_\uparrow|=e^{-Wt}=e^{-t/2T_{1e}}$. The coherence transferred to the other manifold is smaller by $W/\Omega$. A start in $c_\downarrow$ gives the same moduli, because exchanging the manifolds only changes the sign of $a$.

**Hahn echo.** A static nuclear offset $\delta$, different from donor to donor, multiplies both coherences by $e^{-i\delta t}$ and spoils the free signal of an ensemble. Let a $\pi$ pulse at $t/2=\tau$ act on the nucleus when the electron is up. It exchanges $\Uparrow$ and $\Downarrow$ in that manifold, so $c_\uparrow\to c_\uparrow^*$, and leaves $c_\downarrow$ alone. At time $2\tau$ the up manifold contains two parts. One was in it at the pulse and is refocused; the other was in the down manifold at the pulse and has returned:

$$c_\uparrow(2\tau)=e^{-2W\tau}\left[\left|\cos\Omega\tau-\frac{ia}{\Omega}\sin\Omega\tau\right|^2+e^{-2i\delta\tau}\frac{W^2}{\Omega^2}\sin^2\Omega\tau\right].$$

The squared modulus equals $1+(W^2/\Omega^2)\sin^2\Omega\tau$, as above, so

$$c_\uparrow(2\tau)=e^{-2W\tau}\left[1+\frac{W^2}{\Omega^2}\sin^2\Omega\tau\,\left(1+e^{-2i\delta\tau}\right)\right].$$

The offset has left the leading term. The correction, relative to $e^{-2W\tau}$, is at most $2W^2/\Omega^2$. With $2\tau=t$ the echo falls as $e^{-t/2T_{1e}}$. For a start in $c_\downarrow$ the pulse acts in the down manifold instead, and exchanging the manifolds gives the same decay.

**Further dephasing.** Independent nuclear dephasing is described by the jump operator $\sqrt{2\gamma}\,I_z$. On either coherence it gives $2\gamma\left[\tfrac12\left(-\tfrac12\right)-\tfrac12\left(\tfrac14+\tfrac14\right)\right]=-\gamma$. This adds $-\gamma$ to both diagonal elements of the rate matrix, hence $\gamma$ to both decay rates. $\square$

The formula for $c_\uparrow$ was compared with an average over 200 000 random flip histories, in which the nuclear phase is accumulated directly and no master equation enters. At $t=1.5\,T_{1e}$ the histories give $|c_\uparrow|=0.478$ for $AT_{1e}=6$ and 0.474 for $AT_{1e}=40$; the formula gives 0.479 and 0.473. An echo computed from the full two-spin evolution at $AT_{1e}=1000$, with a static offset, is 0.36788 at $t=2T_{1e}$, equal to $e^{-1}$ to the digits shown.

## Where the limit ceases to hold

**Proposition 1 (fast flips).** For $x\to0$ and $AT_{1e}<1$, the slower decay rate is $W-\sqrt{W^2-a^2}$. For $AT_{1e}\ll1$ this gives $T_{2n}=4/(A^2T_{1e})$.

**Proof.** The eigenvalues of $-W+K$ are $-W\pm\sqrt{W^2-a^2}$. For $a<W$ the root is real and the two rates separate. For $a\ll W$, $\sqrt{W^2-a^2}\approx W-a^2/2W$, and the slower rate is $a^2/2W=A^2T_{1e}/4$. $\square$

This is motional narrowing: the nucleus sees the average of the two frequencies, and faster flips now lengthen the coherence. At $AT_{1e}=0.2$ the slower rate gives $T_{2n}=98.99\,T_{1e}$, close to the limiting formula's $100\,T_{1e}$. At $AT_{1e}=2$ and above, both eigenvalues give $T_{2n}=2T_{1e}$. Just above the threshold $AT_{1e}=1$, however, $W/\Omega$ is large and the signal is far from a plain exponential. The theorem therefore asks for $AT_{1e}\gg1$.

**Proposition 2 (finite temperature).** For $AT_{1e}\gg1$ and any $x$,

$$T_{2n}^{\downarrow}=T_{1e}(1+e^{x}),\qquad T_{2n}^{\uparrow}=T_{1e}(1+e^{-x}).$$

**Proof.** The matrix of Lemma 2 has diagonal elements $-ia-\Gamma_\downarrow$ and $ia-\Gamma_\uparrow$, and its off-diagonal elements have the product $\Gamma_\uparrow\Gamma_\downarrow$. With $d=\Gamma_\downarrow-\Gamma_\uparrow$ its eigenvalues are

$$\lambda=-\frac{1}{2T_{1e}}\pm\sqrt{\left(ia+\frac d2\right)^2+\Gamma_\uparrow\Gamma_\downarrow}.$$

For large $a$ the root tends to $ia+d/2$. Since $1/T_{1e}=\Gamma_\uparrow+\Gamma_\downarrow$, the lower sign gives $\lambda=-ia-\Gamma_\downarrow$, the up manifold, and the upper sign gives $\lambda=ia-\Gamma_\uparrow$, the down manifold. Lemma 1 turns the rates into the stated times. $\square$

For small $x$ the times are $2T_{1e}(1\pm x/2)$. The limit $2T_{1e}$ is thus a high-temperature statement, and the lower manifold exceeds it at any $x>0$, though only slightly while $x$ is small. For $x\gg1$, at fixed $T_{1e}$, the upper manifold keeps its coherence for $T_{1e}$, while in the lower one the time grows as $e^{x}$, because the bath then rarely supplies the energy $E_Z$ that an upward flip requires.

**Proposition 3 (rapid pulses).** Let ideal $\pi$ pulses act on the nucleus in both manifolds at times $T/2,3T/2,\dots$, with $WT\ll1$ and $aT<\pi$. For $x\to0$ the coherence summed over the manifolds decays at the rate

$$W\left[1-\frac{\sin aT}{aT}\right].$$

**Proof.** Every pulse reverses the sense in which phase accumulates. Without flips the phase is $aF(t)$, where $F$ is a triangular wave between $-T/2$ and $T/2$. A flip at $t_1$ reverses the later increments, so the phase becomes $aF(t_1)-a[F(t)-F(t_1)]=2aF(t_1)-aF(t)$. At the echo times, where $F=0$, a phase $2aF(t_1)$ remains. For $WT\ll1$ the flips lie far apart on the scale of $T$, and each adds an independent phase spread evenly over $[-aT,aT]$. Its average phase factor is $q=\sin(aT)/(aT)$. The number of flips has a Poisson distribution of mean $Wt$, and

$$\sum_n e^{-Wt}\frac{(Wt)^n}{n!}q^n=e^{-W(1-q)t}.\qquad\square$$

Eigenvalues for a full pulse cycle agree: $aT=0.5$, 1.0 and 2.5 give $T_{2n}/T_{1e}=48.60$, 12.62 and 2.63. Pulses closer than about $1/a$ thus evade the limit, since they undo the phase before a flip can do much harm.

## Remarks on the flip model

**Remark 1 (a bath that records the nuclear state).** The electron transition energy depends on the nuclear state, and a bath may register this. In the extreme case each jump operator is multiplied by a projector on $\Uparrow$ or $\Downarrow$. The transfer between $c_\uparrow$ and $c_\downarrow$ then vanishes, because no single jump preserves both nuclear states. The sum of all $J^\dagger J$ is unchanged, and so is the loss rate. For $x\to0$ one finds $|c_\uparrow|=e^{-Wt}$ for any $A$. The slow-flip result does not depend on what the bath learns; motional narrowing does.

**Remark 2 (hyperfine mixing).** The full coupling $A\,\mathbf S\cdot\mathbf I$ also mixes $\uparrow\Downarrow$ with $\downarrow\Uparrow$. When the frequencies of all coherences are well separated compared with $W$, the coherence between eigenstates $i$ and $j$ decays at

$$\frac12\sum_J\left(\langle i|J^\dagger J|i\rangle+\langle j|J^\dagger J|j\rangle\right)-\mathrm{Re}\sum_J\langle i|J|i\rangle\langle j|J|j\rangle^* .$$

For $x\to0$, $\sum_J J^\dagger J=W\,\mathbb 1$, so the first part is $W$. The second part vanishes, because $S_\pm$ change the conserved quantity $S_z+I_z$ by one. The rate stays $W$ for jumps of this form. With the strong mixing of $E_Z=2A$, at $AT_{1e}=10^4$, the full evolution gives both rates as $0.50000/T_{1e}$.

## Example: phosphorus in natural silicon

The inputs are rough typical values: $A=0.48$ µeV, a field of 0.35 T, a temperature of 10 K, $T_{1e}=1$ ms and $10^{14}$ donors per cm³. The first two conditions of the theorem are met, and the third is assumed:

$$x=\frac{40.5\ \text{µeV}}{862\ \text{µeV}}=0.047,\qquad \frac{AT_{1e}}{\hbar}=7.3\times10^5 .$$

Hence $W=1/(2\times1\ \text{ms})=500\ \text{s}^{-1}$ and $T_{2n}=2.00$ ms. Proposition 2 gives 2.05 ms in the lower manifold and 1.95 ms in the upper. To exceed the limit by a large factor, the nuclear pulses of Proposition 3 would have to be spaced by no more than about $2\hbar/A=2.7$ ns, and be much shorter than that. A phosphorus $\pi$ pulse lasting a tenth of this time needs a rotating field of about 100 T with the bare nuclear gyromagnetic ratio, or about 10 T if the roughly tenfold hyperfine enhancement of weak fields were kept. Either value is far above the static 0.35 T and would act strongly on the electron as well, so the proposition offers no practical way around the limit here.

Real donors depart from the model in several ways, sized here by order of magnitude.

- **Neighbouring donors** can exchange their electron spins. At the mean spacing of 215 nm the dipolar coupling is about 33 s⁻¹, or 6.5% of $W$. The median distance to the nearest donor is shorter, 118 nm, where the coupling is about 200 s⁻¹. These couplings are not rates, because unequal electron frequencies suppress the exchange. A neighbour with flip-flop element $V$, about a quarter of the coupling, and detuning $\Delta$ adds a loss of about $\tfrac12V^2W/(W^2+\Delta^2)$. Averaged over a 3 MHz (rms) spread of each electron frequency, this is of order $10^{-4}$ s⁻¹ for a typical donor, which is negligible.
- **Silicon-29 nuclei**, taken as 5% of the atoms, lie 0.74 nm apart on average. The donor nucleus couples to one at this distance with 150 s⁻¹, or 30% of $W$. Nearer nuclei couple more strongly, and the static shift from all of them together is typically a few hundred s⁻¹. It spoils free decay but is refocused by an echo, where the 2 ms should be sought. The 150 s⁻¹ is a static coupling and not a decay rate of the echo. The echo suffers only when silicon-29 nuclei exchange their spins during it, and near the donor this is suppressed because the electron shifts their frequencies unequally. An estimate from such flip-flopping pairs leaves about 0.99 of the echo after 20 ms, where a rate of 150 s⁻¹ would leave 0.05.
- **Excited valley-orbit states**, put 12 meV up with a lifetime $\tau_v=10$ ps, have no contact hyperfine coupling. A visit shifts the nuclear phase by $\varphi=a\tau_v=3.65\times10^{-3}$ on average. For exponentially distributed lifetimes the mean phase factor is $1/(1-i\varphi)$, whose real part falls short of one by $\varphi^2/(1+\varphi^2)$. There are five such states, so the electron spends a fraction $5e^{-12\,\text{meV}/kT}=4.48\times10^{-6}$ of its time in them. Divided by $\tau_v$, this gives $4.48\times10^5$ visits per second, and the dephasing rate is 6 s⁻¹, about 1% of $W$.
- **Hyperfine mixing** has a probability of $3.5\times10^{-5}$ and changes the flip-induced decay rates by about one part in $10^6$ for the jumps $S_\pm$ used here; a bath whose strength depends on the transition frequency can change them by an amount of the order of the mixing probability. It also passes on to the nucleus a fraction $3.5\times10^{-5}$ of any shift in the electron frequency. If silicon-29 spreads that frequency by 3 MHz (rms), the nuclear frequencies spread by about 660 s⁻¹. This too spoils free decay, and its static part is refocused by an echo.
- **Thermal ionization** across 45 meV carries a Boltzmann factor of $2\times10^{-23}$. Even an attempt rate of $10^{13}$ s⁻¹ would give $2\times10^{-10}$ events per second.

The numerical output adds the two couplings to $W$ as if they were rates, $500+33+150+6=689\ \text{s}^{-1}$, or 1.45 ms. For an echo this greatly overstates the loss. Of the effects listed, only the valley-orbit visits add a noticeable rate at 10 K, giving $506\ \text{s}^{-1}$, or $T_{2n}=1.98$ ms instead of 2.00 ms.

The electron relaxation time of such donors depends steeply on temperature, so the 1 ms matters more than any of these corrections. If cooling raised $T_{1e}$ tenfold, $W$ would drop to 50 s⁻¹. By the estimates above, the echo time would still lie close to $2T_{1e}=20$ ms. On further cooling a slower process, such as silicon-29 flip-flops, can take over, and $2T_{1e}$ then remains only a limit; where this happens is not computed here. The remaining values are in the numerical output.

## Computed values

```
Tests in units of T1e (hbar = 1)
A*T1e=6, t=1.5 T1e: |c_up| histories 0.478, formula 0.479
A*T1e=40, t=1.5 T1e: |c_up| histories 0.474, formula 0.473
A*T1e=0.05: T2n/T1e = 1599
A*T1e=0.2: T2n/T1e = 98.99
A*T1e=0.5: T2n/T1e = 14.93
A*T1e=2: T2n/T1e = 2
A*T1e=10: T2n/T1e = 2
A*T1e=1000: T2n/T1e = 2
echo at t=0.5 T1e: 0.77880, exp(-t/2T1e) 0.77880
echo at t=1.0 T1e: 0.60653, exp(-t/2T1e) 0.60653
echo at t=2.0 T1e: 0.36788, exp(-t/2T1e) 0.36788
echo at t=4.0 T1e: 0.13534, exp(-t/2T1e) 0.13534
hard pulses, A*T/2=0.5: T2n/T1e = 48.60
hard pulses, A*T/2=1.0: T2n/T1e = 12.62
hard pulses, A*T/2=2.5: T2n/T1e = 2.63
strong mixing (E_Z=2A), rates*T1e: 0.50000, 0.50000
Example: P donor in natural Si (rough inputs)
temperature 10 K, field 0.35 T, T1e 1.0 ms
hyperfine constant A = 0.48 ueV
electron Zeeman energy = 40.5 ueV, kT = 862 ueV
x = E_Z/kT = 0.0470
A*T1e/hbar = 7.29e+05
flip rate W = 500 1/s
T2n = 2*T1e = 2.00 ms
T2n lower manifold 2.048 ms, upper 1.954 ms
hard-pulse time scale 2*hbar/A = 2.74 ns
Neglected effects
donor density 1e+14 cm^-3, mean spacing 215 nm
donor-donor exchange rate 32.6 1/s, /W = 0.065
29Si fraction 0.05, mean spacing 0.74 nm
29Si field ceiling 150 1/s, /W = 0.301
valley-orbit gap 12 meV, lifetime 10 ps
excited occupation 4.48e-06, visit rate 4.48e+05 1/s
phase per visit 3.65e-03 rad
valley-orbit dephasing 6.0 1/s, /W = 0.012
hyperfine mixing probability 3.5e-05
relative rate change by mixing 8e-07
binding energy 45 meV, exp(-E/kT) = 2e-23
T2n with all three rates added = 1.45 ms
```
